The Nordheim-Gorter rule and the plot of thermopower against inverse resistivity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from scattering rates to the Mott formula

### The choice of weights

Suppose that a calculation has given the thermopower of a metal twice: −4.40 μV/K when the scattering of the host acts alone, and +3.66 μV/K when a certain impurity acts alone. The alloy contains both scatterers, and one has to decide how to combine the two numbers. Let the host contribute a resistivity of 2 μΩ cm and the impurity 1 μΩ cm. Three recipes suggest themselves:

plain sum: −4.40 + 3.66 = −0.74 μV/K

weights 1/ρ: (−4.40/2 + 3.66/1)/(1/2 + 1/1) = +0.97 μV/K

weights ρ: (−4.40 × 2 + 3.66 × 1)/(2 + 1) = −1.71 μV/K

They disagree even in sign. For scatterers that act on the same carriers, and under the conditions stated below, the third recipe is correct to leading order in temperature. It is the Nordheim-Gorter rule:

ρ = Σⱼ ρⱼ,  S = Σⱼ ρⱼ Sⱼ / ρ

Here ρⱼ and Sⱼ are the resistivity and the diffusion thermopower that the metal would have if scatterer j acted alone, at the same temperature and the same chemical potential. The word diffusion means that the thermopower comes from carriers spreading in a temperature gradient, while the lattice vibrations stay in local equilibrium. A drift of the vibrations that drags the carriers along, called phonon drag, is left out.

### Model and sign conventions

The carriers are electrons of charge −e, with e > 0, in a parabolic band:

ε = ħ²k²/(2m),  v = ħk/m

Here k is the wavevector and k_B will denote the Boltzmann constant. The energy ε and the chemical potential μ are measured from the bottom of the band. The metal is degenerate, which means k_BT ≪ μ.

The temperature varies slowly in space, so each small region has its own equilibrium distribution:

f₀ = 1/(eˣ + 1),  x = (ε − μ)/(k_BT)

with μ and T depending on position. An electric field E exerts the force −eE on an electron. We seek the steady state to first order in the field and the gradients.

A voltmeter does not respond to E alone. It responds to differences in the electrochemical potential μ − eφ, where φ is the electrostatic potential and E = −∇φ. The gradient of this quantity is ∇μ + eE, so we define the measured field as

E′ = E + ∇μ/e

The thermopower is defined by the measured field that appears when no current flows:

S = E′/∇T  at J = 0

All vectors lie along one axis, so the quotient has a meaning. A negative S means that E′ points from hot to cold, so that the electrochemical potential μ − eφ of the electrons is higher at the cold end. This is a statement about E′. The electrostatic field is E = S∇T − ∇μ/e, and since μ itself varies with temperature, the sign of S alone does not fix the sign of the charge at the ends.

### What the field and the gradient do to the distribution

In the steady state, the change of the distribution f by motion and by the force is balanced by collisions:

v·∇f + (1/ħ)(−eE)·∇ₖf = (∂f/∂t)_coll

The left side already contains a gradient or a field in each term. To first order we may therefore replace f by f₀ there.

The useful quantity is the negative energy derivative of f₀, which we call the thermal window:

w(ε) = −∂f₀/∂ε = (1/k_BT) eˣ/(eˣ + 1)²

It is positive and has a width of a few k_BT around μ.

For the spatial derivative, f₀ depends on position through x:

∇x = −∇μ/(k_BT) − (ε − μ)∇T/(k_BT²)

Since df₀/dx = k_BT ∂f₀/∂ε = −k_BT w, the chain rule gives

∇f₀ = −k_BT w ∇x = w [∇μ + (ε − μ)∇T/T]

For the derivative in wavevector, ∇ₖε = ħv, so

∇ₖf₀ = (∂f₀/∂ε) ħv = −w ħv

The force term is then (1/ħ)(−eE)·(−wħv) = w eE·v. Adding the two contributions, we find

v·∇f₀ + (1/ħ)(−eE)·∇ₖf₀ = w v·[eE + ∇μ + (ε − μ)∇T/T]
 = w v·[eE′ + (ε − μ)∇T/T]

The field and the gradient of μ have combined into E′, as they must if E′ is what drives a current at uniform temperature. The temperature gradient acts with opposite signs on electrons above and below μ. This expression was tested against finite differences of the local distribution.

### Why the rates of independent scatterers add

Write f = f₀ + δf. We take the scattering to be elastic, so that an electron changes its direction but keeps its energy. Let Wⱼ(c) be the rate at which scatterer j turns an electron through an angle with cosine c, normalized so that the average over all final directions gives the total rate of leaving a state. It may depend on energy. Independent scatterers are those whose transition rates add: W = Σⱼ Wⱼ. This neglects interference between waves scattered by different mechanisms.

The net flow from direction n to direction n′ on one energy shell is proportional to

f(n)[1 − f(n′)] − f(n′)[1 − f(n)] = f(n) − f(n′)

The products cancel, so the exclusion principle leaves no trace in the elastic collision term. The part f₀ depends on energy alone and cancels in the difference. Hence

(∂f/∂t)_coll = −Σⱼ ∫ (dΩ′/4π) Wⱼ(n·n′) [δf(n) − δf(n′)]

The driving term found above is proportional to v·(a vector), that is, to cos θ, where θ is the angle between the velocity and the common axis. Let us try δf = A cos θ, with A depending on energy. The part with δf(n′) needs the average of cos θ′ over final directions. Take n as the polar axis for this integration. If φ is the azimuth around n (in this section φ is an angle, not the electrostatic potential), then

cos θ′ = c cos θ + √(1 − c²) sin θ cos φ

The second term vanishes when integrated over φ. With dΩ′/4π = dc dφ/4π and ∫dφ = 2π, the remaining integral is

∫ (dΩ′/4π) Wⱼ(c) cos θ′ = cos θ · ½∫₋₁¹ Wⱼ(c) c dc

The part with δf(n) has the same form without the factor c. The collision term of scatterer j is therefore

−A cos θ · ½∫₋₁¹ Wⱼ(c)(1 − c) dc = −δf/τⱼ

which defines the relaxation rate

1/τⱼ = ½∫₋₁¹ Wⱼ(c)(1 − c) dc

The factor 1 − c says that small deflections hardly degrade the current. More important here, cos θ is reproduced by each collision operator, whatever its angular law. The sum of the operators therefore multiplies the same function by the sum of the rates:

1/τ(ε) = Σⱼ 1/τⱼ(ε)

This holds separately at every energy at which the assumptions hold. It was tested by solving the angular problem for two scatterers together, one with an angular law linear in c and the other exponential in c. Their separate rates are 0.73333 and 0.83905 in arbitrary units. Their sum is 1.57238, which is the rate found from the joint solution.

The isotropic band matters in this argument. On a general Fermi surface the shape of δf can differ from one scatterer to another. The joint response is then a compromise between shapes, and the rates need not add.

### The current

Balancing the driving term against −δf/τ gives

δf = −τ w v·[eE′ + (ε − μ)∇T/T]

An addition to δf that depends on energy alone would also be left unchanged by elastic collisions. It carries no current, because the velocity averages to zero over directions, and we set it to zero.

The current density is the charge times the velocity, summed over occupied states. A factor 2 counts the spin directions:

J = −e · 2∫ d³k/(2π)³ v δf

The distribution f₀ does not contribute, since it is even in v. Inserting δf, the two minus signs combine. The angular average of the squared velocity component is v²/3, and d³k becomes 4πk²dk:

J = e ∫ (k²dk/π²) (v²/3) τ w [eE′ + (ε − μ)∇T/T]

The prefactor comes from 2 · 4π/(8π³) = 1/π². We now change the variable to energy. From dε = ħv dk we have v dk = dε/ħ, and the other factor v is ħk/m. Thus

(k²/π²)(v²/3) dk = (k²/3π²)(ħk/m)(dε/ħ) = [k³/(3π²)] dε/m

The bracket is the number of states per volume with energy below ε:

n(ε) = k³/(3π²) = (2mε)^(3/2)/(3π²ħ³)

It is useful to define the conductivity function

σ(ε) = n(ε)e²τ(ε)/m

With it, the current is

J = E′ ∫ σ(ε)w dε + (∇T/eT) ∫ (ε − μ)σ(ε)w dε

For the second term the count of charges is as follows: one factor e stands in front of the integral, and σ(ε) contains e², so a division by e remains.

At uniform temperature, the first integral is the measured conductivity:

σ = ∫ σ(ε)w dε,  ρ = 1/σ

At zero current we solve for E′/∇T:

S = −(1/eT) ∫ (ε − μ)σ(ε)w dε / ∫ σ(ε)w dε

The quotient of integrals is the mean energy, relative to μ, of the electrons that carry the conduction current, each energy being weighted by σ(ε)w. If conduction were equally good just above and just below μ, the two sides would cancel and S would vanish. If it is better above μ, the energetic electrons from the hot side win, they raise the electrochemical potential of the cold end until the current stops, and S is negative.

### Expansion about the chemical potential

The window w is narrow. If σ(ε) is smooth over several k_BT, we can expand it about μ:

σ(ε) = σ(μ) + (ε − μ)σ′(μ) + ½(ε − μ)²σ″(μ) + …

A prime on σ or ρ denotes a derivative with respect to energy. We need the moments of w. The lower limit of integration may be moved from ε = 0 to −∞, at the cost of terms that contain the factor e^(−μ/k_BT), multiplied at most by powers of μ/k_BT. In a degenerate metal they are negligible.

The zeroth moment is 1, because f₀ falls from 1 to 0. Multiplying numerator and denominator by e⁻ˣ gives

eˣ/(eˣ + 1)² = 1/(eˣ + 2 + e⁻ˣ)

which is even in x. All odd moments about μ therefore vanish. The second moment is

M₂ = ∫(ε − μ)²w dε = (k_BT)² · 2∫₀^∞ x² e⁻ˣ/(1 + e⁻ˣ)² dx

For x > 0 we use the series e⁻ˣ/(1 + e⁻ˣ)² = e⁻ˣ − 2e⁻²ˣ + 3e⁻³ˣ − …. Each term is integrated with ∫₀^∞ x²e⁻ᵖˣdx = 2/p³, where p is the number of the term:

2∫₀^∞ x² e⁻ˣ/(1 + e⁻ˣ)² dx = 4(1 − 1/2² + 1/3² − …)

The sum of all 1/p² is π²/6. The even terms make up one quarter of it, or π²/24, and changing their sign subtracts them twice. The alternating sum is π²/6 − π²/12 = π²/12. Therefore

M₂ = π²k_B²T²/3

In the numerator of S the first surviving term is M₂σ′(μ). In the denominator it is σ(μ). This gives the Mott formula:

S = −b σ′(μ)/σ(μ),  b = π²k_B²T/(3e)

Its size is easily found when σ(ε) varies as a power εᵖ. The logarithmic derivative σ′/σ is then p/μ, so S = −(π²p/3)(k_B/e)(k_BT/μ). The last factor is small because the metal is degenerate, but the numerical factor matters: for p = 3 it is almost 10.

### The size of what was dropped

To see how the next term depends on temperature, let M₄ be the fourth moment of w, which is proportional to (k_BT)⁴. Keeping one further term above and below gives

S = −(1/eT) [M₂σ′ + M₄σ‴/6]/[σ + M₂σ″/2]

Expanding the denominator to first order in M₂σ″/(2σ), we obtain

S = −(1/eT) [M₂σ′/σ + M₄σ‴/(6σ) − M₂²σ′σ″/(2σ²)]

with all functions taken at μ. The last two terms in the bracket grow as T⁴, and the division by T leaves T³. At fixed scattering rates and fixed μ, the leading thermopower thus grows as T and its first correction as T³.

## Second half: the rule, the straight line and its limits

### Symbols and results carried over

The electrons have charge −e and energy ε, and μ is their chemical potential. Scatterer j has relaxation time τⱼ(ε), and n(ε) is the number of states per volume below ε. For elastic, independent scatterers in an isotropic band, the first half gave

1/τ(ε) = Σⱼ 1/τⱼ(ε),  σ(ε) = n(ε)e²τ(ε)/m

and, to leading order in k_BT/μ,

S = −b σ′(μ)/σ(μ),  b = π²k_B²T/(3e)

Here T is the temperature, k_B the Boltzmann constant, and a prime denotes a derivative with respect to energy. The measured resistivity ρ is 1/σ(μ) at this order.

### Derivation of the rule

Define a resistivity at each energy by ρ(ε) = 1/σ(ε). Since the scatterers act on the same carriers, they share n(ε) and m, and we can write

ρ(ε) = m/(ne²τ) = Σⱼ m/(ne²τⱼ) = Σⱼ ρⱼ(ε)

At ε = μ this is the addition of resistivities known as Matthiessen's rule. Because the equation holds at neighbouring energies too, it may be differentiated:

ρ′(μ) = Σⱼ ρⱼ′(μ)

The Mott formula is easily rewritten in terms of ρ. From ln σ = −ln ρ follows σ′/σ = −ρ′/ρ, so the minus sign disappears:

S = b ρ′(μ)/ρ(μ),  Sⱼ = b ρⱼ′(μ)/ρⱼ(μ)

The second equation is the first one applied to scatterer j alone, with the same b because T is the same. It can be read as bρⱼ′ = ρⱼSⱼ. Hence

S = (b/ρ) Σⱼ ρⱼ′ = (1/ρ) Σⱼ ρⱼSⱼ

This is the Nordheim-Gorter rule.

Adding resistivities at μ would not have been enough. Suppose that the true resistivity had an extra part d(ε) with d(μ) = 0 but d′(μ) ≠ 0. Matthiessen's rule would hold at μ, yet S would contain the additional term bd′(μ)/ρ. Agreement of the resistivities at one energy therefore does not establish the rule for S.

### What the weights mean

The fraction ρⱼ/ρ equals τ/τⱼ at μ. It is the share of scatterer j in the total relaxation rate. In ρ′/ρ = Σⱼ (ρⱼ/ρ)(ρⱼ′/ρⱼ) this share multiplies the relative energy dependence of scatterer j. A scatterer that does most of the relaxing therefore has the largest weight, but a weaker one with a steeper energy dependence can still contribute more to S.

The weights also prevent a double count. From ln σⱼ = ln n + ln τⱼ + constant, and n ∝ ε^(3/2), the separate thermopowers are

Sⱼ = −b [3/(2μ) + τⱼ′(μ)/τⱼ(μ)]

The first term belongs to the band and is the same for every scatterer. Since the weights add up to 1, it enters the total once. In a plain sum over N scatterers it would enter N times.

Conductivity weights belong to a different situation. If separate groups g of carriers conduct side by side, their conductivities add: σ(ε) = Σ_g σ_g(ε). Differentiating and using bσ_g′ = −σ_gS_g gives

S = Σ_g σ_gS_g / σ

Scatterers that successively obstruct the same electrons thus call for resistivity weights, and carrier groups in parallel call for conductivity weights.

For elastic, independent scatterers acting on the same carriers in an isotropic band, the separate thermopowers combine with resistivity weights, to leading order in temperature. It remains to turn this rule into a straight-line plot for alloys, to test it on a worked example, and to examine where it fails.
